# Load resistance and the S-shaped characteristic of a threshold switch

**Question**

I am modelling a threshold switch in the style of a niobium dioxide cell. When I raise the applied voltage slowly, the current jumps vertically at a certain voltage. When I lower it again, the current drops back at a smaller voltage. Is this vertical line part of the device's own current–voltage characteristic? And what decides which states I see when I put a resistor in series with the device?

**Answer**

The vertical line is not a set of steady states of the device. It records a fast transition between two of them, and the circuit decides where that transition starts and ends. To see this, construct the complete steady characteristic first and connect the circuit afterwards.

**The device**

Take a film at one temperature \(T\), with voltage \(U\) across it, in series with a contact resistance \(R_c\) that is heated together with the film:

\[
I=\frac{U}{R_0}\exp\!\left[-\frac{E_a-\varphi}{kT}\right],\qquad
\varphi=\sqrt{\frac{e^3U}{\pi\varepsilon_0\varepsilon_r d}},\qquad V=U+R_cI .
\]

Here \(d\) is the film thickness and \(\varphi\) is the Poole–Frenkel lowering of the barrier \(E_a\) by the field. Since \(\varphi\propto\sqrt U\), we have \(U\,d\varphi/dU=\varphi/2\), so the film's own derivatives are

\[
i_U=\frac{\partial I}{\partial U}=\frac IU\left(1+\frac{\varphi}{2kT}\right),\qquad
i_T=\frac{\partial I}{\partial T}=I\,\frac{E_a-\varphi}{kT^2}.
\]

At the terminals \(dU=dV-R_c\,dI\). Inserting this in \(dI=i_U\,dU+i_T\,dT\) and solving for \(dI\) gives \(dI=g\,dV+h\,dT\) with

\[
g=\frac{i_U}{1+R_ci_U},\qquad h=\frac{i_T}{1+R_ci_U}.
\]

Both are positive as long as \(\varphi<E_a\). At fixed temperature the device therefore has no negative resistance. That comes from heating.

Let the cell lose heat at the rate \(\Gamma(T-T_0)\), where \(\Gamma=1/R_{th}\) and \(T_0\) is the ambient temperature. A steady state obeys

\[
VI=\Gamma(T-T_0).
\]

At fixed \(T\) the power \(VI\) grows steadily from zero with \(U\), so each \(T>T_0\) has one steady state. To move along the curve, differentiate the balance, \(V\,dI+I\,dV=\Gamma\,dT\), and insert \(dI=g\,dV+h\,dT\):

\[
(Vg+I)\,dV=(\Gamma-Vh)\,dT .
\]

Then

\[
\frac{dI}{dT}=g\,\frac{\Gamma-Vh}{Vg+I}+h=\frac{g\Gamma+hI}{Vg+I}>0,
\]

because the terms \(\mp gVh\) cancel. The current rises all along the curve, so each current belongs to one voltage. The reverse need not hold. Dividing the two results gives the slope

\[
r\equiv\frac{dV}{dI}=\frac{\Gamma-Vh}{g\Gamma+hI}.
\]

The voltage turns back where \(Vh=\Gamma\). If \(Vh>\Gamma\) over a middle interval, the curve is an S with two folds.

**When there is an S at all**

Using the heat balance to replace \(V/\Gamma\) by \((T-T_0)/I\),

\[
\frac{Vh}{\Gamma}=\frac{(T-T_0)h}{I}=\frac{(T-T_0)(E_a-\varphi)}{kT^2}\,\frac{1}{1+R_ci_U}.
\]

The factor \((T-T_0)/T^2\) is largest at \(T=2T_0\), where it equals \(1/(4T_0)\). Hence \(E_a>4kT_0\) is necessary in this model. It is not sufficient, because barrier lowering and contact resistance both reduce the ratio. The contact matters most in the hot state: the film resistance has fallen, \(R_ci_U\) is large, and the voltage rises with current again.

**The load**

A source \(V_s\) with series resistance \(R_L\) imposes \(V_s=V+R_LI\). Along the steady curve

\[
\frac{dV_s}{dI}=r+R_L .
\]

If \(R_L\) exceeds the largest value of \(-r\), then \(V_s\) rises steadily with \(I\), and each source voltage has one steady state. The whole S can then be traced, including its negative-slope part. For a smaller \(R_L\), \(V_s(I)\) has a maximum and a minimum where \(r=-R_L\). An upward sweep jumps at the maximum and a downward sweep at the minimum. The currents between these two points appear in neither sweep.

If the capacitance across the device is negligible, \(V=V_s-R_LI\) holds during the jump too. The state therefore moves along a line of slope \(dV/dI=-R_L\). Against device voltage this is vertical for \(R_L=0\) only. Against a slowly swept source voltage it looks vertical for any load that gives a jump.

**Numbers**

I take round parameters: an 80 nm × 80 nm cell, \(d=40\) nm, \(E_a=0.30\) eV, \(\varepsilon_r=45\), \(R_0=30\ \Omega\), \(R_c=6\) kΩ, \(R_{th}=3\) K/µW and \(T_0=300\) K. The folds of the S are

- threshold: 1.226 V, 13.8 µA, 351 K;
- hold: 1.035 V, 89.5 µA, 578 K.

The steepest negative slope is −4.85 kΩ, so the critical load is 4.85 kΩ. Three loads show the three kinds of sweep:

- **0 kΩ.** At 1.226 V the current jumps from 13.8 to 178 µA. On the way down it falls at 1.035 V from 89.5 to 4.1 µA. The whole negative-slope branch, 13.8 to 89.5 µA, is hidden.
- **2 kΩ.** The upward jump leads from (1.224 V, 15.6 µA) to (1.043 V, 106.4 µA). Its slope is \(-0.1816\ \text{V}/90.78\ \text{µA}=-2.0\) kΩ, as it must be. The downward jump starts at 59.8 µA. The hidden interval has shrunk to 15.6–59.8 µA, and parts of the negative branch are now visible.
- **10 kΩ.** There is no jump. A simulated slow ramp of the source follows the S to within 0.013 mV.

The device is the same in all three cases. Only the load has changed.

**Why a large resistor may not be enough**

A steady state must also be stable. With capacitance \(C_p\) across the device and heat capacity \(C\),

\[
C_p\dot V=\frac{V_s-V}{R_L}-I,\qquad C\dot T=VI-\Gamma(T-T_0).
\]

Small deviations \((\delta V,\delta T)\) evolve with the matrix

\[
J=\begin{pmatrix}-(1/R_L+g)/C_p & -h/C_p\\ (I+Vg)/C & (Vh-\Gamma)/C\end{pmatrix}.
\]

In the determinant the products \(gVh\) cancel again:

\[
\det J=\frac{(\Gamma-Vh)/R_L+g\Gamma+hI}{C\,C_p}=\frac{(g\Gamma+hI)(r+R_L)}{R_L\,C\,C_p}.
\]

Stability needs a positive determinant, hence \(r+R_L>0\), which is the load condition again. It also needs a negative trace. Where \(Vh>\Gamma\), this means

\[
C_p<\frac{C\,(1/R_L+g)}{Vh-\Gamma}.
\]

Take the state at 420 K: 1.140 V, 35.1 µA, \(r=-4.29\) kΩ, \(g=47.4\) µS, \(h=0.4056\) µA/K. Then \(Vh=0.462\) µW/K, while \(\Gamma=0.333\) µW/K. With \(C=0.768\) fJ/K and \(R_L=10\) kΩ,

\[
C_p<\frac{0.768\times10^{-15}\,(100+47.4)\times10^{-6}}{0.129\times10^{-6}}\ \text{F}\approx0.88\ \text{pF}.
\]

In the ideal current-source limit, \(R_L\to\infty\), the term \(1/R_L\) disappears and the bound tightens to about 0.28 pF. More load resistance thus helps the first condition and hurts the second.

Integrating the two equations at this bias shows both outcomes. With 0.1 pF the cell settles at 420 K. With 5 pF it oscillates with a period of 102 ns, between 0.94 and 1.27 V, which is beyond both fold voltages. Over a full cycle the mean capacitor current is zero, so the averages lie on the load line: \(1.1346\ \text{V}+10\ \text{kΩ}\times35.60\ \text{µA}=1.4906\) V, the source voltage. They lie off the S, since this load line meets the S at one point only. Here, however, the mean voltage is just 5 mV from the steady value. A slow meter could easily miss the oscillation.

**Why a wide device may not show its local S**

Extend the cell into a strip of length \(L\), with equipotential electrodes, insulated ends and fixed total current. Let cooling and heat capacity grow in proportion to area, and let the contact resistance be spread over the area too, so that each part of the film is in series with its own share of it. A temperature ripple \(\delta T\propto\cos(\pi x/L)\) carries no net current to first order, so \(V\) does not respond, and the ripple sees a voltage source. With thermal conductivity \(\kappa\) and heat capacity per volume \(c\), its growth rate is

\[
s=\frac{Vh-\Gamma}{C}-\frac{\kappa}{c}\left(\frac{\pi}{L}\right)^2 .
\]

Setting \(s=0\), with \(C=cW^2d\) for a cell of side \(W\), gives

\[
L_c=\pi W\sqrt{\frac{\kappa d}{Vh-\Gamma}}=\pi\,(80\ \text{nm})\sqrt{\frac{0.040}{0.129}}\approx140\ \text{nm}
\]

for \(\kappa=1\) W/(m K), with both quantities under the root in µW/K. At the same mean current density as the 420 K state, an 80 nm strip returns to uniform temperature after a small disturbance. A 400 nm strip ends with temperatures from 315 to 638 K: a current filament, with a local current density up to 3.2 times the mean. Its voltage is 1.069 V instead of the uniform 1.140 V. Even under current drive, the long strip does not reproduce the S of a uniform cell.

**How close is this to a real cell?**

The parameters are meant for the rough regime of small niobium dioxide switches, where a threshold near a volt is plausible; they are not a fit. The thermal resistance assumes poor heat sinking: if heat is released evenly in the film and leaves through both electrode faces, the film itself contributes \(d/(12\kappa W^2)\), only about 17% of the total, and the surroundings must supply the rest. All the power dissipated in the contact is counted as heating the film. That is about half the total at the hold point and 87% in the 178 µA state, so the hot-state temperatures rest mainly on this assumption and would be lower if the contact heat escaped elsewhere. Heat stored in the electrodes is left out; any that follows the film temperature would raise \(C\) and the capacitance limit in proportion. The temperature profile inside the film also changes its resistance. An estimate with uniform heating and uniform barrier lowering gives about 3% at the hold point if all the heat is released in the film, and less if part of it is released in the contacts. Barrier lowering is not small (0.06 eV at threshold, about \(2kT\)), which is why it is included. Its permittivity is an effective parameter here: the Poole–Frenkel formula properly takes the high-frequency value, and a smaller value would lower the barrier more. This matters: with the other parameters unchanged, the S is barely present at \(\varepsilon_r=20\) and gone at \(\varepsilon_r=15\), so the example depends on the large value chosen. The hottest state in the ramps, 1000 K, is not far below the metal transition at roughly 1100 K, which this model lacks. Ambient temperature sets another limit: the S disappears at about 350 K, so this particular cell would not switch by this mechanism at 85 °C (358 K).

**What to do in a measurement**

Plot current against device voltage, \(V_s-R_LI\), not against source voltage. Choose \(R_L\) above the steepest negative slope, and place it so close to the device that the capacitance on the device side stays below the smallest value the bound on \(C_p\) takes along the negative-slope branch (for 10 kΩ that minimum lies near 420 K, at about 0.88 pF). Look for oscillation with a fast probe, but count the probe's own capacitance in \(C_p\) if it touches the device node: a picofarad there can cause the very oscillation you are looking for. Keep the device shorter than the smallest critical length along the branch: \(L_c\) depends on bias and is least where \(Vh-\Gamma\) is largest, about 139 nm here. If these conditions hold, a device described by this model shows its S without a jump. The numerical output below lists most of the values used here. Its "mean field at threshold" is the whole device voltage, contact drop included, divided by the film thickness; the field in the film itself, \(U/d\), is 0.29 MV/cm.

## Table of computed values

```
cell side, thickness: 80, 40 nm
activation energy: 0.30 eV; relative permittivity: 45
film prefactor R0: 30 ohm; contact Rc: 6.0 kohm
thermal resistance: 3.0 K/uW; ambient: 300 K
thermal conductivity: 1.0 W/(m K)
heat capacity per volume: 3.0 MJ/(m3 K)
heat capacity: 0.768 fJ/K
thermal time Rth*C: 2.30 ns
threshold fold: 1.2263 V, 13.76 uA, 350.6 K
hold fold: 1.0349 V, 89.53 uA, 578.0 K
barrier lowering at threshold: 0.0605 eV
critical load: 4.847 kohm, reached at 392.0 K
load 0 kohm, up: source 1.2263 V (ramp 1.2264 V)
  from 1.2263 V, 13.76 uA
  to   1.2263 V, 178.46 uA
load 0 kohm, down: source 1.0349 V (ramp 1.0348 V)
  from 1.0349 V, 89.53 uA
  to   1.0349 V, 4.05 uA
load 2 kohm, up: source 1.2555 V (ramp 1.2557 V)
  from 1.2243 V, 15.62 uA
  to   1.0427 V, 106.40 uA
load 2 kohm, down: source 1.1825 V (ramp 1.1824 V)
  from 1.0630 V, 59.75 uA
  to   1.1682 V, 7.11 uA
load 10 kohm: no jump; error from S curve 0.013 mV
bias: 1.1396 V, 35.10 uA, 420 K
bias source voltage at 10 kohm: 1.4906 V
bias slope r: -4.291 kohm; g: 47.40 uS
bias h: 0.4056 uA/K; V*h/Gamma: 1.3867
capacitance limit at 10 kohm: 0.878 pF
with 0.1 pF: settles at 420.00 K
with 5.0 pF: oscillates, period 101.7 ns
  voltage range: 0.9412 to 1.2705 V
  temperature range: 315 to 757 K
  averages: 1.1346 V, 35.60 uA
critical strip length at bias: 140.0 nm
80 nm strip: final spread 1.7e-13 K
400 nm strip: 315 to 638 K
  filament voltage: 1.0688 V
  local/mean current density: 0.131 to 3.154
hottest ramp state: 1000 K; rough metal transition: 1080 K
mean field at threshold: 0.307 MV/cm
film share of thermal resistance: 0.174
film resistance factor from profile at hold: 1.0292
largest V*h/Gamma at 300 K ambient: 1.392
largest V*h/Gamma at 358 K ambient: 0.949
ambient at which the S disappears: 350.1 K
```
